# How Substrate Clamping Raises the Quartic Landau Coefficient of a Ferroelectric Film: a numerical check

```python
"""
Result under test: a ferroelectric film with polarization P along its normal,
fixed in-plane strain um and zero normal stress has the energy density
    a1 P^2 + a11 P^4 + a111 P^6 + (um - Q12 P^2)^2 / (s11 + s12),
so its quartic coefficient exceeds the stress-free a11 by Q12^2/(s11+s12).
a1, a11, a12, a111, a112, a123: stress-free Landau coefficients (no 1/2, 1/4, 1/6)
s11, s12, s44: compliances; Q11, Q12, Q44: electrostriction (strain = Q P P)
Strains are in Voigt order and measured from the stress-free cubic parent.
SI units inside; the material numbers are rough values typical of lead titanate.
"""
import numpy as np
import sympy as sp
from itertools import product
from scipy.constants import epsilon_0
from scipy.optimize import minimize, minimize_scalar

T_CURIE, SLOPE, T_USE = 752.0, 3.8e5, 298.0
a11, a12, a111, a112, a123 = -7.3e7, 7.5e8, 2.6e8, 6.1e8, -3.7e9
Q11, Q12, Q44 = 0.089, -0.026, 0.0675
s11, s12, s44 = 8.0e-12, -2.5e-12, 9.0e-12
UM = -0.02
THICKNESS, SCREENING = 20e-9, 0.01e-9
a1 = SLOPE * (T_USE - T_CURIE)

compliance = np.diag([s11 - s12] * 3 + [s44] * 3)
compliance[:3, :3] += s12
stiffness = np.linalg.inv(compliance)
FIXED, FREE = [0, 1, 5], [2, 3, 4]


def landau(P, quadratic=a1):
    x, y, z = P[0]**2, P[1]**2, P[2]**2
    return (quadratic * (x + y + z) + a11 * (x**2 + y**2 + z**2)
            + a12 * (x*y + y*z + z*x) + a111 * (x**3 + y**3 + z**3)
            + a112 * (x**2*(y + z) + y**2*(x + z) + z**2*(x + y))
            + a123 * x*y*z)


def free_strain(P):
    x, y, z = P
    return np.array([Q11*x*x + Q12*(y*y + z*z), Q11*y*y + Q12*(x*x + z*z),
                     Q11*z*z + Q12*(x*x + y*y), Q44*y*z, Q44*x*z, Q44*x*y])


def film_elastic(P, um):
    """Strain energy and stress after the free strains have relaxed."""
    m = -free_strain(P)
    m[0] += um
    m[1] += um
    m[FREE] = -np.linalg.solve(stiffness[np.ix_(FREE, FREE)],
                               stiffness[np.ix_(FREE, FIXED)] @ m[FIXED])
    stress = stiffness @ m
    return 0.5 * np.sum(m * stress, axis=0), stress


def normal(p):
    return np.array([0*p, 0*p, p])


def stress_potential(P, stress):
    return (landau(P) - 0.5 * np.sum(stress * (compliance @ stress), axis=0)
            - np.sum(stress * free_strain(P), axis=0))


def best_p(energy):
    return minimize_scalar(energy, bounds=(0.05, 1.2), method="bounded",
                           options={"xatol": 1e-10}).x


def film_p(um, extra=0.0):
    return best_p(lambda p: landau(normal(p), a1 + extra)
                  + film_elastic(normal(p), um)[0])


# General cubic constants: relax the normal strain symbolically.
S11, S12, q11, q12, u, u3, p = sp.symbols("S11 S12 q11 q12 u u3 p")
C = sp.Matrix(3, 3, lambda i, j: S11 if i == j else S12).inv()
mis = sp.Matrix([u - q12*p**2, u - q12*p**2, u3 - q11*p**2])
W = (mis.T * C * mis)[0] / 2
W = W.subs(u3, sp.solve(sp.diff(W, u3), u3)[0])
assert sp.simplify(W - (u - q12*p**2)**2 / (S11 + S12)) == 0

# Coefficients read off the numerically relaxed energy.
S = s11 + s12
shift4 = Q12**2 / S
shift2 = -2 * UM * Q12 / S
x = np.linspace(0, 0.6, 13)
P_line = normal(np.sqrt(x))
elastic_line, stress_line = film_elastic(P_line, UM)
fit = np.polyfit(x, elastic_line, 2)
assert np.allclose(fit, [shift4, shift2, UM**2 / S], rtol=1e-7)
assert np.max(np.abs(stress_line[FREE])) < 1.0
a33 = a11 + shift4
a1_film = a1 + shift2

# A body with every strain held fixed has a larger quartic shift.
unit = free_strain(normal(1.0))
shift4_full = 0.5 * unit @ stiffness @ unit
assert shift4_full > fit[0] > 0

# Elastic stability makes s11 + s12 positive.
for ratio in np.linspace(-1.5, 1.5, 301):
    trial = np.full((3, 3), ratio) + (1 - ratio) * np.eye(3)
    if np.linalg.eigvalsh(trial)[0] > 1e-9:
        assert 1 + ratio > 0

# Stress potential alone: right quartic term, lost strain shift, wrong field.
naive = stress_potential(P_line, stress_line) - landau(P_line)
naive_fit = np.polyfit(x, naive, 2)
assert np.isclose(naive_fit[0], shift4, rtol=1e-7)
assert abs(naive_fit[1]) < 1e-6 * abs(shift2)
p0, h = 0.5, 1e-4
held = film_elastic(normal(p0), UM)[1]


def slope(f):
    return (f(p0 + h) - f(p0 - h)) / (2*h)


field = slope(lambda q: stress_potential(normal(q), held))
field_film = slope(lambda q: landau(normal(q)) + film_elastic(normal(q), UM)[0])
field_naive = slope(lambda q: stress_potential(
    normal(q), film_elastic(normal(q), UM)[1]))
assert np.isclose(field, field_film, rtol=1e-5)
assert abs(field_naive - field) > 0.1 * abs(field)

# Polarization at the temperature of use.
p_free = best_p(lambda q: landau(normal(q)))
p_zero = film_p(0.0)
p_film = film_p(UM)
p_formula = np.sqrt((-a33 + np.sqrt(a33**2 - 3*a1_film*a111)) / (3*a111))
assert np.isclose(p_film, p_formula, rtol=1e-6)
um_match = Q12 * p_free**2
assert np.isclose(film_p(um_match), p_free, rtol=1e-6)
stress_film = film_elastic(normal(p_film), UM)[1]
strain_film = compliance @ stress_film + free_strain(normal(p_film))
assert np.isclose(strain_film[0], UM, rtol=1e-9)
c_over_a = (1 + strain_film[2]) / (1 + UM)

# Order of the transition by global minimization on a grid.
grid = np.linspace(0, 1, 2001)


def last_polar(elastic, start, stop):
    found = None
    for T in np.arange(start, stop, 0.1):
        e = landau(normal(grid), SLOPE * (T - T_CURIE)) + elastic
        q = grid[np.argmin(e)]
        if q > 0:
            found = (T, q)
    return found


T_free, jump_free = last_polar(0.0, T_CURIE - 10, T_CURIE + 40)
T_zero, jump_zero = last_polar(film_elastic(normal(grid), 0.0)[0],
                               T_CURIE - 10, T_CURIE + 40)
T_film_formula = T_CURIE - shift2 / SLOPE
T_film, jump_film = last_polar(film_elastic(normal(grid), UM)[0],
                               T_film_formula - 30, T_film_formula + 30)
T_free_formula = T_CURIE + a11**2 / (4 * a111 * SLOPE)
jump_formula = np.sqrt(-a11 / (2 * a111))
assert abs(T_free - T_free_formula) < 0.21
assert abs(jump_free - jump_formula) < 0.01
assert abs(T_zero - T_CURIE) < 0.21 and abs(T_film - T_film_formula) < 0.21
assert max(jump_zero, jump_film) < 0.04


# Three-component searches: in-plane polarization and domain mixtures.
def search(energy):
    runs = [minimize(lambda P: energy(P) * 1e-8, start, method="BFGS")
            for start in product([0.05, 0.6], repeat=3)]
    best = min(runs, key=lambda r: r.fun)
    return best.x, best.fun * 1e8


P_best, _ = search(lambda P: landau(P) + film_elastic(P, UM)[0])
assert np.max(np.abs(P_best[:2])) < 0.01 and abs(abs(P_best[2]) - p_film) < 0.01


def at_film_stress(P):
    return landau(P) - stress_film @ free_strain(P)


P_mix, e_mix = search(at_film_stress)
e_c = at_film_stress(normal(p_film))
p_a = best_p(lambda q: at_film_stress(np.array([q, 0.0, 0.0])))
cost_a = at_film_stress(np.array([p_a, 0.0, 0.0])) - e_c
assert abs(e_mix - e_c) < 1e-4 * abs(e_c) and cost_a > 0
assert np.max(np.abs(P_mix[:2])) < 0.01

# Sizes of effects left out of the main model.
depol = SCREENING / (epsilon_0 * THICKNESS)
p_depol = film_p(UM, depol)
field_depol = 2 * depol * p_depol
p_half = film_p(UM / 2)
q_limit = np.sqrt(-a11 * S)
T_per_misfit = 2 * abs(Q12) * 0.001 / (S * SLOPE)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


U4, U2 = "J m^5/C^4", "J m/C^2"
show("Temperature of use", f"{T_USE:.0f}", "K")
show("Curie-Weiss temperature", f"{T_CURIE:.0f}", "K")
show("Slope of a1 with temperature", f"{SLOPE:.2e}", U2 + "/K")
show("a1 at temperature of use", f"{a1:.4e}", U2)
show("a11 stress-free", f"{a11:.3e}", U4)
show("a111", f"{a111:.3e}", "J m^9/C^6")
show("a12", f"{a12:.2e}", U4)
show("a112, a123", f"{a112:.2e}, {a123:.2e}", "J m^9/C^6")
show("Q11, Q12, Q44", f"{Q11}, {Q12}, {Q44}", "m^4/C^2")
show("s11, s12, s44", f"{s11:.2e}, {s12:.2e}, {s44:.2e}", "m^2/N")
show("s11+s12", f"{S:.3e}", "m^2/N")
show("Misfit strain um", f"{100*UM:.2f}", "%")
show("Quartic shift, formula", f"{shift4:.5e}", U4)
show("Quartic shift, relaxed strain energy", f"{fit[0]:.5e}", U4)
show("Quartic shift, all strains fixed", f"{shift4_full:.4e}", U4)
show("Film quartic coefficient", f"{a33:.4e}", U4)
show("Quadratic shift, formula", f"{shift2:.5e}", U2)
show("Quadratic shift, relaxed strain energy", f"{fit[1]:.5e}", U2)
show("Film quadratic coefficient", f"{a1_film:.4e}", U2)
show("Field at P=50 uC/cm2, fixed stress", f"{field/1e8:.4f}", "MV/cm")
show("Field at P=50 uC/cm2, film energy", f"{field_film/1e8:.4f}", "MV/cm")
show("Field at P=50 uC/cm2, G alone (wrong)", f"{field_naive/1e8:.4f}", "MV/cm")
show("P of free crystal", f"{100*p_free:.2f}", "uC/cm2")
show("P of film at zero misfit", f"{100*p_zero:.2f}", "uC/cm2")
show("P of strained film, minimization", f"{100*p_film:.2f}", "uC/cm2")
show("P of strained film, formula", f"{100*p_formula:.2f}", "uC/cm2")
show("Misfit giving zero film stress", f"{100*um_match:.3f}", "%")
show("In-plane stress of strained film", f"{stress_film[0]/1e9:.3f}", "GPa")
show("Normal strain of strained film", f"{100*strain_film[2]:.2f}", "%")
show("c/a of strained film", f"{c_over_a:.4f}")
show("Free crystal transition, scan", f"{T_free:.1f}", "K")
show("Free crystal transition, formula", f"{T_free_formula:.1f}", "K")
show("Free crystal P at last polar step", f"{100*jump_free:.2f}", "uC/cm2")
show("Free crystal P jump, formula", f"{100*jump_formula:.2f}", "uC/cm2")
show("Zero-misfit film transition, scan", f"{T_zero:.1f}", "K")
show("Zero-misfit film P at last polar step", f"{100*jump_zero:.2f}", "uC/cm2")
show("Strained film transition, scan", f"{T_film:.1f}", "K")
show("Strained film transition, formula", f"{T_film_formula:.1f}", "K")
show("Strained film P at last polar step", f"{100*jump_film:.2f}", "uC/cm2")
show("Temperature step of scans", "0.1", "K")
show("Largest in-plane P in 3-component search",
     f"{100*np.max(np.abs(P_best[:2])):.3f}", "uC/cm2")
show("Cost of in-plane domain at film stress", f"{cost_a/1e6:.1f}", "MJ/m3")
show("Film thickness", f"{THICKNESS*1e9:.0f}", "nm")
show("Screening length per electrode", f"{SCREENING*1e9:.3f}", "nm")
show("Depolarizing addition to a1", f"{depol:.3e}", U2)
show("Depolarizing field", f"{field_depol/1e8:.3f}", "MV/cm")
show("P with depolarizing field", f"{100*p_depol:.2f}", "uC/cm2")
show("P with misfit half relaxed", f"{100*p_half:.2f}", "uC/cm2")
show("Film quartic coefficient, |Q12| 10% lower", f"{a11+0.81*shift4:.3e}", U4)
show("Film quartic coefficient, |Q12| 10% higher", f"{a11+1.21*shift4:.3e}", U4)
show("|Q12| at which film quartic vanishes", f"{q_limit:.5f}", "m^4/C^2")
show("Transition shift per 0.1% misfit change", f"{T_per_misfit:.1f}", "K")
print("all good")
```

It prints:

```
Temperature of use: 298 K
Curie-Weiss temperature: 752 K
Slope of a1 with temperature: 3.80e+05 J m/C^2/K
a1 at temperature of use: -1.7252e+08 J m/C^2
a11 stress-free: -7.300e+07 J m^5/C^4
a111: 2.600e+08 J m^9/C^6
a12: 7.50e+08 J m^5/C^4
a112, a123: 6.10e+08, -3.70e+09 J m^9/C^6
Q11, Q12, Q44: 0.089, -0.026, 0.0675 m^4/C^2
s11, s12, s44: 8.00e-12, -2.50e-12, 9.00e-12 m^2/N
s11+s12: 5.500e-12 m^2/N
Misfit strain um: -2.00 %
Quartic shift, formula: 1.22909e+08 J m^5/C^4
Quartic shift, relaxed strain energy: 1.22909e+08 J m^5/C^4
Quartic shift, all strains fixed: 4.9590e+08 J m^5/C^4
Film quartic coefficient: 4.9909e+07 J m^5/C^4
Quadratic shift, formula: -1.89091e+08 J m/C^2
Quadratic shift, relaxed strain energy: -1.89091e+08 J m/C^2
Film quadratic coefficient: -3.6161e+08 J m/C^2
Field at P=50 uC/cm2, fixed stress: -2.8791 MV/cm
Field at P=50 uC/cm2, film energy: -2.8791 MV/cm
Field at P=50 uC/cm2, G alone (wrong): -0.9882 MV/cm
P of free crystal: 75.70 uC/cm2
P of film at zero misfit: 64.08 uC/cm2
P of strained film, minimization: 78.73 uC/cm2
P of strained film, formula: 78.73 uC/cm2
Misfit giving zero film stress: -1.490 %
In-plane stress of strained film: -0.706 GPa
Normal strain of strained film: 5.87 %
c/a of strained film: 1.0803
Free crystal transition, scan: 765.4 K
Free crystal transition, formula: 765.5 K
Free crystal P at last polar step: 37.55 uC/cm2
Free crystal P jump, formula: 37.47 uC/cm2
Zero-misfit film transition, scan: 751.9 K
Zero-misfit film P at last polar step: 1.95 uC/cm2
Strained film transition, scan: 1249.5 K
Strained film transition, formula: 1249.6 K
Strained film P at last polar step: 1.95 uC/cm2
Temperature step of scans: 0.1 K
Largest in-plane P in 3-component search: 0.000 uC/cm2
Cost of in-plane domain at film stress: 46.0 MJ/m3
Film thickness: 20 nm
Screening length per electrode: 0.010 nm
Depolarizing addition to a1: 5.647e+07 J m/C^2
Depolarizing field: 0.849 MV/cm
P with depolarizing field: 75.15 uC/cm2
P with misfit half relaxed: 72.43 uC/cm2
Film quartic coefficient, |Q12| 10% lower: 2.656e+07 J m^5/C^4
Film quartic coefficient, |Q12| 10% higher: 7.572e+07 J m^5/C^4
|Q12| at which film quartic vanishes: 0.02004 m^4/C^2
Transition shift per 0.1% misfit change: 24.9 K
all good
```
